# Thermal Multiphonon Capture Weight for Displaced Oscillators of Equal Frequency

**Q.** A free electron in an oxide film falls into a deep centre and gives its energy to lattice vibrations. You claim that the temperature dependence of this capture has a closed form. What is being averaged?

**A.** A squared vibrational overlap. I take one harmonic mode of angular frequency $\omega$, with ladder operators $a,a^\dagger$ and number operator $N=a^\dagger a$. While the electron is free, the vibrational Hamiltonian is $H_i=\hbar\omega\,a^\dagger a$. After capture the mode has the same frequency but a shifted equilibrium:

$$H_f=\hbar\omega(a^\dagger-\alpha)(a-\alpha),\qquad \alpha=\sqrt S>0 .$$

The common zero-point energy is dropped. $S$ is the Huang-Rhys factor, and $E_r=S\hbar\omega$ is the relaxation energy: the mean of $H_f$ in the ground state of $H_i$ is $\hbar\omega\alpha^2$.

Let $\Delta E$ be the electronic energy released between the two vibrational ground states. If the mode goes from $n$ to $m$ quanta, energy conservation reads $\Delta E+n\hbar\omega=m\hbar\omega$, so the net number of phonons emitted is $p=m-n=\Delta E/\hbar\omega$.

In the Condon approximation the electronic matrix element $V$ does not depend on the coordinate. It then leaves the vibrational integral as a factor, and what remains is

$$W_p=\sum_n w_n\,|\langle \widetilde{n+p}|n\rangle|^2,\qquad w_n=(1-y)y^n,\quad y=e^{-\hbar\omega/kT}.$$

The tilde marks eigenstates of $H_f$, and terms with $n+p<0$ are absent. The weights $w_n$ assume that the vibration is in equilibrium before each capture.

**Q.** Each overlap is a Laguerre polynomial, and you must square it and sum over $n$. Why should anything simple come out?

**A.** Because the sum is easier for all $p$ together. Define

$$F(\theta)=\sum_p W_p e^{ip\theta}.$$

The $W_p$ are non-negative and sum to one, so the series converges absolutely and $F$ determines every $W_p$.

The shifted states are $|\tilde m\rangle=D(\alpha)|m\rangle$ with $D(\beta)=\exp(\beta a^\dagger-\beta^*a)$. Indeed $D^\dagger(\alpha)\,a\,D(\alpha)=a+\alpha$, so $D^\dagger(\alpha)H_fD(\alpha)=\hbar\omega a^\dagger a$. Since $D^\dagger(\alpha)=D(-\alpha)$, the overlap is $\langle m|D(-\alpha)|n\rangle$. Writing the square as a product with its conjugate gives

$$F=\sum_{n,m}w_n\langle n|D(\alpha)|m\rangle e^{im\theta}\langle m|D(-\alpha)|n\rangle e^{-in\theta}
=\big\langle D(\alpha)\,e^{i\theta N}D(-\alpha)e^{-i\theta N}\big\rangle ,$$

where the sum over $m$ was removed by completeness and the brackets denote the thermal mean. Now $e^{i\theta N}a^\dagger e^{-i\theta N}=e^{i\theta}a^\dagger$, since $a^\dagger$ raises $N$ by one. The second displacement is therefore merely rotated:

$$F(\theta)=\langle D(\alpha)D(-\alpha e^{i\theta})\rangle .$$

**Q.** Two displacements do not commute. Where does the phase go?

**A.** It stays, and it separates emission from absorption. For operators whose commutator is a number, $e^Ae^B=e^{A+B}e^{[A,B]/2}$. With $A=\beta a^\dagger-\beta^*a$ and $B=\gamma a^\dagger-\gamma^*a$,

$$[A,B]=-\beta\gamma^*[a^\dagger,a]-\beta^*\gamma[a,a^\dagger]=\beta\gamma^*-\beta^*\gamma .$$

Here $\beta=\alpha$ and $\gamma=-\alpha e^{i\theta}$, so $[A,B]=-Se^{-i\theta}+Se^{i\theta}=2iS\sin\theta$. Hence

$$F(\theta)=e^{iS\sin\theta}\langle D(\delta)\rangle,\quad \delta=\alpha(1-e^{i\theta}),\quad |\delta|^2=2S(1-\cos\theta).$$

**Q.** The thermal mean of a displacement still hides the infinite sum.

**A.** It can be done term by term. Apply the same product rule to $A=\delta a^\dagger$ and $B=-\delta^*a$. Their commutator is $|\delta|^2$, so

$$D(\delta)=e^{-|\delta|^2/2}e^{\delta a^\dagger}e^{-\delta^*a}.$$

In a diagonal element the powers of $a^\dagger$ and $a$ must match. With $\langle n|a^{\dagger k}a^k|n\rangle=n!/(n-k)!=k!\binom nk$,

$$\langle n|e^{\delta a^\dagger}e^{-\delta^*a}|n\rangle=\sum_k\frac{(-|\delta|^2)^k}{(k!)^2}\,k!\binom nk=\sum_k\frac{(-|\delta|^2)^k}{k!}\binom nk .$$

Differentiating the geometric series $k$ times and multiplying by $y^k/k!$ gives $\sum_n\binom nk y^n=y^k/(1-y)^{k+1}$. Therefore

$$(1-y)\sum_n y^n\binom nk=\Big(\frac{y}{1-y}\Big)^k=\bar n^k,\qquad \bar n=\frac1{e^{\hbar\omega/kT}-1}.$$

The double sum converges absolutely, so its order may be exchanged. The sum over $k$ is then $e^{-|\delta|^2\bar n}$, and

$$\langle D(\delta)\rangle=e^{-|\delta|^2(\bar n+1/2)} .$$

Inserting $|\delta|^2$ gives

$$F=\exp[-S(2\bar n+1)(1-\cos\theta)+iS\sin\theta].$$

Write the cosine and sine as exponentials. The coefficient of $e^{i\theta}$ is $S(2\bar n+1)/2+S/2=S(\bar n+1)$, and that of $e^{-i\theta}$ is $S(2\bar n+1)/2-S/2=S\bar n$. So

$$F(\theta)=\exp[-A-B+Ae^{i\theta}+Be^{-i\theta}],\quad A=S(\bar n+1),\; B=S\bar n,$$

where $A$ and $B$ are from now on these two numbers.

**Q.** Now extract one phonon number. Is this where the Bessel function enters?

**A.** Yes. Expand both exponentials:

$$F=e^{-A-B}\sum_{j,k\ge0}\frac{A^jB^k}{j!\,k!}e^{i(j-k)\theta}.$$

For $p\ge0$, the coefficient of $e^{ip\theta}$ collects $j=k+p$. Split the powers as $A^{k+p}B^k=(A/B)^{p/2}(\sqrt{AB})^{2k+p}$:

$$W_p=e^{-A-B}\Big(\frac AB\Big)^{p/2}\sum_k\frac{(\sqrt{AB})^{2k+p}}{k!\,(k+p)!}.$$

The sum is the power series of the modified Bessel function $I_p(z)$ at $z=2\sqrt{AB}$. Thus

$$\boxed{W_p=e^{-S(2\bar n+1)}\Big(\frac{\bar n+1}{\bar n}\Big)^{p/2}I_p\!\big(2S\sqrt{\bar n(\bar n+1)}\big)}$$

For $p<0$, exchange the roles of $j$ and $k$. This gives $I_{|p|}$ with the same prefactor, and $I_{|p|}=I_p$ for integer $p$, so the formula holds for every integer.

**Q.** Does the expansion mean that the lattice really emits $j$ phonons and absorbs $k$?

**A.** It means that the net number is distributed like the difference of two independent Poisson numbers with means $A$ and $B$. $W_p$ records only the net number $m-n$, so I would not read $j$ and $k$ as a recorded history. The statistical reading is still useful: the total weight is one, the mean is $A-B=S$, and the variance is $A+B=S(2\bar n+1)$. Heating broadens the distribution without moving its mean.

**Q.** Then I want limits that I can recognise. Start with a cold lattice.

**A.** As $T\to0$, $A\to S$ and $B\to0$. For $p\ge0$ only the term $k=0$ survives, so $W_p\to e^{-S}S^p/p!$. For $p<0$ every term contains at least $B^{|p|}$ and the weight vanishes: a cold lattice has nothing to give.

A second limit is weak coupling at finite temperature. The ratio of the $k=1$ term to the $k=0$ term is $AB/(p+1)$, and later ratios are smaller. If it is much less than one,

$$W_p\simeq e^{-S(2\bar n+1)}\frac{[S(\bar n+1)]^p}{p!},$$

which contains the stimulated-emission factor $(\bar n+1)^p$. Strongly relaxing centres can lie far outside this regime.

**Q.** And where is the classical activation barrier? I see no Arrhenius factor.

**A.** It appears for a broad distribution. Invert the series, $W_p=\frac1{2\pi}\int_{-\pi}^{\pi}F e^{-ip\theta}d\theta$. If the variance $s^2=S(2\bar n+1)$ is large, small $\theta$ dominates and the exponent is

$$i(S-p)\theta-\tfrac12s^2\theta^2-\tfrac{i}{6}S\theta^3+\dots$$

Keeping two terms and extending the limits gives a Gaussian:

$$W_p\simeq\frac{1}{\sqrt{2\pi s^2}}\exp\Big[-\frac{(S-p)^2}{2s^2}\Big].$$

The saddle lies at $\theta=i(S-p)/s^2$. There the cubic term has magnitude $S|S-p|^3/6s^6$ and the next one, $s^2\theta^4/24$, equals $(S-p)^4/24s^6$. Both must also be small; the second is the stricter condition when $|S-p|>4S$. Far tails therefore fail first.

If in addition $kT\gg\hbar\omega$, then $2\bar n+1\to2kT/\hbar\omega$. Multiplying numerator and denominator of the exponent by $(\hbar\omega)^2$ gives

$$W_p\simeq\sqrt{\frac{\hbar\omega}{4\pi SkT}}\;e^{-E_b/kT},\qquad E_b=\frac{(E_r-\Delta E)^2}{4E_r}.$$

$E_b$ is the height of the crossing of the two parabolas above the initial minimum. It vanishes at $\Delta E=E_r$ and grows again for larger $\Delta E$.

**Q.** At intermediate temperature, what slope would an Arrhenius plot of $W_p$ show?

**A.** Define $E_a=-d\ln W_p/d(1/kT)$ at fixed $S$, $\omega$ and $p$. Differentiating $F$ gives $\partial F/\partial\bar n=S(e^{i\theta}+e^{-i\theta}-2)F$. Multiplication by $e^{\pm i\theta}$ shifts the phonon number by one, so

$$\frac{\partial W_p}{\partial\bar n}=S(W_{p-1}+W_{p+1}-2W_p).$$

Since $d\bar n/d(1/kT)=-\hbar\omega\,\bar n(\bar n+1)$,

$$E_a=\hbar\omega\,\bar n(\bar n+1)\,S\,\frac{W_{p-1}+W_{p+1}-2W_p}{W_p}.$$

This slope depends on temperature and tends to zero as $\bar n\to0$ for $p\geq0$.

**Q.** Is the reverse process consistent? A capture law that violates equilibrium is useless.

**A.** From the boxed formula, $W_{-p}/W_p=(\bar n/(\bar n+1))^p=e^{-p\hbar\omega/kT}$. Equal frequencies make the reverse transition the same problem with $\alpha\to-\alpha$, and $W_p$ depends on $\alpha^2$ alone. So $W_{-p}$ is the weight for release from the centre, and the ratio is the Boltzmann factor of $\Delta E$.

**Q.** You still have a weight and not a rate. The golden rule contains a delta function, and a single mode supplies discrete lines.

**A.** That is a real gap, and a continuum must fill it. The line density is $\sum_pW_p\,\delta(\Delta E-p\hbar\omega)$. In an amorphous film $\Delta E$ varies from site to site. If that spread smooths lines spaced by $\hbar\omega$, while $W_p$ changes little across it, the mean density is $W_p/\hbar\omega$.

Let $V$ be the coupling for an electron confined to a volume $\Omega$ around the centre. For an electron spread over a larger volume $\mathcal V$, the squared coupling is $V^2\Omega/\mathcal V$. The capture coefficient is the rate times $\mathcal V$:

$$C=\frac{2\pi}{\hbar}V^2\Omega\,\frac{W_p}{\hbar\omega}.$$

**Q.** Put numbers in. Choose a film where photoconductivity matters.

**A.** Take amorphous In-Ga-Zn oxide with a neutral deep centre and round model values: $\hbar\omega=40$ meV, $S=25$, $\Delta E=0.40$ eV and $T=300$ K. Then $p=10$ and $E_r=1.00$ eV. With $kT=25.85$ meV, $\bar n=0.2704$ and the Bessel argument is 29.30. The three factors give

$$W_{10}=(1.869\times10^{-17})(2.290\times10^3)(7.065\times10^{10})=3.02\times10^{-3}.$$

As a test, the overlaps were also integrated directly from oscillator functions and summed thermally, which gives the same $3.02381\times10^{-3}$ to all printed digits.

The zero-temperature weight is $3.65\times10^{-4}$, so the thermal gain is 8.3. The weak-coupling limit does not apply: $AB/(p+1)=(29.30/2)^2/11\approx20$.

**Q.** How wrong would the classical formula have been?

**A.** It gives $2.16\times10^{-3}$, so the Bessel result is 1.40 times larger. Two opposing corrections make up this factor. The quantum variance is 38.5 and the classical one, $2SkT/\hbar\omega$, is 32.3. A Gaussian with the quantum variance gives $3.46\times10^{-3}$, which is 1.60 times the classical value. The non-Gaussian shape then lowers it by a factor 0.87. At $kT=5\hbar\omega$, with $S$ and $p$ unchanged, the Bessel and classical weights agree to 0.2%.

The slope differs too. The classical barrier is 90 meV, but the classical prefactor varies as $T^{-1/2}$ and reduces the local slope to $E_b-kT/2=77$ meV. The Bessel weight has $E_a=53$ meV. Reading a measured slope as the barrier would, in this model, underestimate it substantially.

**Q.** What happens to the photocurrent?

**A.** I choose $V=10$ meV in $\Omega=1$ nm³ $=10^{-21}$ cm³. The prefactor of $W_p$ is

$$\frac{2\pi V^2\Omega}{\hbar\,\hbar\omega}=2.386\times10^{-8}\ \mathrm{cm^3/s},$$

so $C=7.2\times10^{-11}$ cm³/s. With $N_t=10^{16}$ cm⁻³ empty centres, the lifetime is $\tau=1/(CN_t)=1.39$ µs.

A weak pulse creates $\Delta n=10^{14}$ cm⁻³ electrons. At a mobility $\mu=10$ cm²/Vs the initial photoconductivity is $e\mu\Delta n=1.60\times10^{-4}$ S/cm, neglecting the holes. At most 1% of the centres fill. If the spread of electron energies lets most centres take part, the density of available centres stays close to $N_t$ and the decay is close to exponential. The averages over level disorder and kinetic energy considered below would shorten its time constant from 1.39 to about 0.81 µs. With coupling and trap density held fixed, and before the averages over level disorder and kinetic energy considered below, $\tau$ falls from 3.36 µs at 200 K to 0.81 µs at 400 K.

The absolute lifetime scales as $1/V^2$ and is no better known than $V$. For a constant coupling, the temperature dependence does not contain $V$.

**Q.** The Condon approximation worries me most. The lattice moves a long way before capture, and $V$ could change on the way.

**A.** For a linear change this can be settled within the model. Let $x=a+a^\dagger$, measured from the initial minimum, and replace $V$ by $V(1+\lambda x)$. Expanding $H_f$ gives

$$H_f-H_i=\hbar\omega(S-\sqrt S\,x).$$

Take its matrix element between $\langle\tilde m|$ and $|n\rangle$. On the left $H_f$ gives $m\hbar\omega$ and $H_i$ gives $n\hbar\omega$, so

$$p\,\langle\tilde m|n\rangle=S\langle\tilde m|n\rangle-\sqrt S\,\langle\tilde m|x|n\rangle,\qquad
\langle\tilde m|x|n\rangle=\frac{S-p}{\sqrt S}\langle\tilde m|n\rangle .$$

The factor is the same for every $n$ at fixed $p$. The thermal weight is therefore multiplied by $(1+\lambda x_c)^2$ with $x_c=(S-p)/\sqrt S$. This $x_c$ is the classical crossing point, where $\Delta E+H_i=H_f$. For a coupling that varies along this one displaced mode, constant coupling is thus harmless if $V$ is taken at the crossing and not at the initial minimum.

Here $x_c=3$. The potential is $\hbar\omega x^2/4$, which gives $40\times9/4=90$ meV, the barrier found above. For $\lambda=0.05$ the weight at $p=10$ rises by a factor $1.15^2=1.32$. The argument uses equal frequencies, a single mode and a linear coupling; it does not cover a curved $V(x)$. Nor does it cover a coupling carried by another vibration. If the coupling is proportional to the coordinate of a second, undisplaced mode of the same frequency, that mode gains or loses one quantum and the weight becomes proportional to $(\bar n+1)W_{p-1}+\bar nW_{p+1}$. For the values here its local slope at 300 K is 81 meV instead of 53 meV, and it rises by a factor 8.8 instead of 4.2 between 200 and 400 K.

**Q.** What else have you left out, and how large is it at 300 K?

**A.** Several items matter more than the digits of $W_{10}$.

- Level disorder with a standard deviation of 50 meV raises the mean line density by a factor 1.12 over $W_p/\hbar\omega$. The next three factors are relative to this disorder average.
- The electron's kinetic energy adds to the energy released. Its thermal mean, $\tfrac32kT=39$ meV, is almost one phonon, and averaging over it gives a factor 1.53. This treats the band energies as sharp, which is doubtful at the short mean free path noted below.
- A final mode 5% softer, at the same displacement and $\Delta E$, gives 1.78. The final parabola is flatter and therefore lower in the region of the crossing, far from its own minimum, so the crossing is lower.
- Two modes of 30 and 50 meV sharing the same relaxation energy equally give 1.01. In this case one effective mode suffices.
- If the centre had charge $+1$ and the film a permittivity of 12, Coulomb attraction unscreened by other carriers would raise the thermal electron density at the centre itself by a factor 7.9. The Bohr radius of this Coulomb field, 1.9 nm, is not large against the coupling volume: averaged over a sphere of 1 nm³ the density rises by only 4.9, and direct capture from band states would rise by a factor of about that size. This estimate treats the electron as a coherent wave, which is doubtful at a mean free path of about 0.4 nm, and it omits capture through the shallow bound states of the Coulomb field, which could raise the total considerably further.

These factors were evaluated separately, so their product is not a prediction for all of them acting together.

**Q.** Does the electron even reach the centre fast enough, and does it stay there?

**A.** For a capture radius $R=1$ nm, diffusion can supply at most $4\pi(\mu kT/e)R=3.25\times10^{-7}$ cm³/s. $C$ is $2.2\times10^{-4}$ of that, so transport is not the bottleneck.

For re-emission, equilibrium between a band of effective density $N_c$ and the level, without spin factors, gives an emission rate $CN_ce^{-\Delta E/kT}$ per filled centre. Compared with the capture rate $CN_t$ per electron, this is $9.5\times10^{-5}$ at 300 K and $7.0\times10^{-3}$ at 400 K. $N_c$ counts both spins, while an emitted electron keeps its spin, so for a centre that captures either spin these ratios are halved. Re-emission from a relaxed centre is therefore negligible during the first decay. Before the vibration excited by the capture has cooled, the electron can also return to the band. For these values the golden rule gives an initial return rate of about $10^{10}$ s⁻¹, so at most about 3% return if cooling takes 3 ps. The pulse fills $2\times10^{-5}$ of $N_c=5.0\times10^{18}$ cm⁻³, so the electrons are non-degenerate.

The golden rule needs weak coupling at each passage through the crossing. For an electron held within $\Omega$, the Landau-Zener exponent is $2\pi V^2/(\hbar|\dot{\mathcal E}|)$, where $\dot{\mathcal E}$ is the rate at which the energy gap changes. The gap has slope $\hbar\omega\sqrt S$ in $x$, and the rms velocity is $\omega\sqrt{2\bar n+1}$. The exponent is then 0.063, so a second-order treatment in $V$ is reasonable for a single passage. It becomes inaccurate if the electron stays within $\Omega$ for several vibrational periods. A much larger $V$ would invalidate it.

**Q.** Real oxide films can stay conducting long after the light is off. Your microsecond looks nothing like that.

**A.** It describes a different channel. The effective mass of 0.34 electron masses is roughly typical of In-Ga-Zn oxide films. The mobility is typical of good films at much higher electron densities; at $10^{14}$ cm⁻³ barriers near the band edge can make it considerably lower, and the photoconductivity falls in proportion. The phonon energy, $S$, trap density and coupling are plausible round values, not established properties of an identified defect. Real films contain a distribution of centres, which can make the decay non-exponential, and some centres may be charged. With the factor for direct capture from band states, a charge of $+1$ would shorten the lifetime here to about $1.39/4.9=0.28$ µs ($1.39/7.9=0.18$ µs for a point-like centre); capture through shallow Coulomb states could shorten it further.

For a single level at the trap density and depth assumed here, re-emission keeps only about $10^{-4}$ of the electrons free at 300 K. A 50 meV spread of levels lowers this equilibrium fraction to about $2\times10^{-5}$, because electrons collect in the deeper sites. With the twofold spin degeneracy of the filled centre these fractions are about $5\times10^{-5}$ and $9\times10^{-6}$. A larger persistent photoconductivity could come from slower capture, fewer empty centres, or shallower levels that re-emit electrons while the holes stay apart. To stretch 1.39 µs to 1 s at 300 K with an unchanged prefactor and trap density, an additional barrier of $kT\ln(1\,\mathrm s/1.39\,\text{µs})\approx0.35$ eV is required. Within this model, raising $E_r$ from 1.00 to about 2.5 eV at fixed $\Delta E$ and $\hbar\omega$ would roughly supply it: the lifetime becomes 0.8 s, or 0.3 s with the averages over level disorder and kinetic energy, which need between 2.6 and 2.7 eV to reach 1 s. That is a very large relaxation energy. A process outside the model, such as separation of electrons and holes, could also slow the decay. The present numbers do not decide between them. Most of the values are in the numerical output below.

## Calculated quantities

```
INPUTS (round model values)
phonon energy = 40 meV; S = 25; p = 10; T = 300 K
energy released = 0.40 eV; relaxation energy = 1.00 eV
coupling = 10 meV in 1 nm^3
empty traps = 1.0e+16 cm^-3; pulse density = 1.0e+14 cm^-3
mobility = 10 cm2/Vs; mass = 0.34 m_e; permittivity = 12
WEIGHT AT 300 K
kT = 25.85 meV; Bose occupation = 0.2704
exp(-S(2n+1)) = 1.8690e-17
((n+1)/n)^(p/2) = 2.2901e+03
Bessel argument = 29.303; I_p = 7.0648e+10
W_p from Bessel formula = 3.02381e-03
W_p from explicit overlaps = 3.02381e-03
largest absolute difference in all weight tests = 8.0e-14
sum = 1.000000; mean p = 25.0000; variance = 38.5186
W_p at zero temperature = 3.6498e-04; thermal gain = 8.28
classical weight = 2.1591e-03; Bessel/classical = 1.400
Bessel/classical at kT = 5 phonon energies = 1.0017
classical barrier = 90.0 meV
local activation energy of W_p = 53.31 meV
CAPTURE AND PHOTOCONDUCTIVITY
capture coefficient per unit weight = 2.386e-08 cm^3/s
T = 200 K: W_p = 1.248e-03; C = 2.979e-11 cm^3/s; lifetime = 3.357 us
T = 300 K: W_p = 3.024e-03; C = 7.216e-11 cm^3/s; lifetime = 1.386 us
T = 400 K: W_p = 5.200e-03; C = 1.241e-10 cm^3/s; lifetime = 0.806 us
initial photoconductivity = 1.602e-04 S/cm
largest filled trap fraction = 0.010
NEGLECTED EFFECTS AT 300 K (factors on capture unless stated)
trap-level disorder of 50 meV: 1.122
thermal kinetic energy of electrons: 1.527
final frequency times 0.95, same displacement: 1.781
two modes, 30 and 50 meV, S = 16.67 and 10.00: 1.014
coupling slope 0.05 per unit x, crossing x = 3.00: 1.3225
Coulomb attraction if centre had charge +1: 7.93
diffusion-limited C, radius 1 nm = 3.25e-07 cm^3/s
C / diffusion limit = 2.22e-04
emission/capture rate: 300 K 9.49e-05; 400 K 6.99e-03
band density of states = 4.97e+18 cm^-3; pulse/band = 2.0e-05
Landau-Zener exponent at rms velocity = 0.063
```
